# Diamagnetic Cancellation in an Insulator and the False Pole from Truncated Bands: a program that tests the result

```python
"""Static current response of an insulator and the false pole from band truncation.

Result under test (Hartree atomic units, electron charge -1):
  sigma(w) = (i/w) [n - F(w)],
  F(w) = (1/volume) sum 2 E |p|^2 / (E^2 - w^2) over filled -> empty transitions.
For filled bands F(0) = n, hence sigma = -i w alpha(w), without a pole.
Keeping N bands leaves the pole weight D_N = n - F_N(0), which equals the
static response of the omitted bands.

Model: simple cubic crystal, potential V(x)+V(y)+V(z), V a periodic sum of
Gaussian wells; two electrons per cell in the lowest band. A field along x
changes only the x band index, so one-dimensional bands give the response.
n: electron density; E: vertical transition energy; p: momentum matrix element;
alpha: susceptibility; epsilon = 1 + 4 pi alpha (independent electrons).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a, depth, width = 8.0, 0.5, 1.0
density = 2.0 / a**3
index = np.arange(-20, 21)
G = 2 * np.pi * index / a


def solve(k, well_depth=depth):
    """Plane-wave energies, real eigenvectors and momentum matrices at each k."""
    k = np.atleast_1d(k)
    dG = G[:, None] - G[None, :]
    V = -well_depth * width * np.sqrt(2 * np.pi) / a * np.exp(-(dG * width)**2 / 2)
    q = k[:, None] + G[None, :]
    H = V[None, :, :] + np.eye(len(G))[None, :, :] * (q**2 / 2)[:, None, :]
    energy, vec = np.linalg.eigh(H)
    mom = np.transpose(vec, (0, 2, 1)) @ (q[:, :, None] * vec)
    return energy, vec, mom


def zone_nodes(count):
    """Average over half the zone, nodes clustered at its ends (narrow gaps)."""
    x, w = np.polynomial.legendre.leggauss(count)
    u, w = (x + 1) / 2, w / 2
    den = u**4 + (1 - u)**4
    return np.pi / a * u**4 / den, w * 4 * u**3 * (1 - u)**3 / den**2


k_nodes, weight = zone_nodes(200)
energy, vectors, mom = solve(k_nodes)
gap = energy[:, 1:] - energy[:, :1]
p2 = mom[:, 0, 1:]**2
ALL = len(G)


def F(w2, N=ALL):
    """Paramagnetic response at squared frequency w2 with N bands kept."""
    g, s = gap[:, :N - 1], p2[:, :N - 1]
    return density * np.sum(weight[:, None] * 2 * g * s / (g**2 - w2))


def alpha(w2, N=ALL):
    g, s = gap[:, :N - 1], p2[:, :N - 1]
    return density * np.sum(weight[:, None] * 2 * s / (g * (g**2 - w2)))


def eps_raw(w, N=ALL):
    return 1 - 4 * np.pi * (density - F(w**2, N)) / w**2


def eps_sub(w, N=ALL):
    return 1 + 4 * np.pi * alpha(w**2, N)


# The crystal is an insulator, also for transitions between different k.
E1, E2 = energy[:, 0], energy[:, 1]
crystal_gap = E2.min() + 2 * E1.min() - 3 * E1.max()
direct_gap = gap[:, 0].min()
assert crystal_gap > 0

# Complete cancellation with all bands, and the resulting dielectric function.
residual = 1 - F(0.0) / density
assert abs(residual) < 1e-9
probe = 0.05
assert abs(eps_raw(probe) - eps_sub(probe)) < 1e-7

# A constant vector potential shifts k and leaves the filled-band energy unchanged.
mesh16 = 2 * np.pi * np.arange(16) / (16 * a)
shift_change = solve(mesh16 + 0.1)[0][:, 0].mean() - solve(mesh16)[0][:, 0].mean()
assert abs(shift_change) < 1e-10

# Two filled bands in deeper wells: filled-filled terms must drop out.
e2, v2, m2 = solve(k_nodes, 2.0)
two_band_gap = e2[:, 2].min() - e2[:, 1].max()
assert two_band_gap > 0
two_band_sum = sum(np.sum(weight[:, None] * 2 * m2[:, v, 2:]**2
                          / (e2[:, 2:] - e2[:, v:v + 1])) for v in (0, 1))
assert abs(two_band_sum - 2) < 1e-8

# Half-filled chain: cancellation fails by the band slope at the Fermi point.
kF = np.pi / (2 * a)
x, wx = np.polynomial.legendre.leggauss(40)
em, vm, mm = solve(kF * (x + 1) / 2)
para = np.sum(2 * mm[:, 0, 1:]**2 / (em[:, 1:] - em[:, :1]), axis=1)
metal_weight = np.sum(wx / 2 * (1 - para))
step = 1e-4
ends = solve(np.array([kF - step, kF + step]))[0][:, 0]
metal_slope = (ends[1] - ends[0]) / (2 * step) / kF
assert abs(metal_weight - metal_slope) < 1e-6
assert metal_weight > 1e-3

# Real-time current after a sudden step in A, Laplace transformed.
eta, A0 = 0.1, 1e-4
time = np.linspace(0, 200, 5001)
k12 = (np.arange(12) + 0.5) * 2 * np.pi / (12 * a) - np.pi / a
start = solve(k12)[1][:, :, 0]
ek, uk, _ = solve(k12 + A0)
velocity = np.zeros_like(time)
for i, k in enumerate(k12):
    c = uk[i].T @ start[i]
    psi = uk[i] @ (c[:, None] * np.exp(-1j * ek[i][:, None] * time))
    velocity += (k + A0 + G) @ np.abs(psi)**2 / len(k12)
sigma_time = density / A0 * simpson(velocity * np.exp(-eta * time), x=time)
sigma_formula = eta * alpha(-eta**2)
assert abs(sigma_time / sigma_formula - 1) < 1e-4

# Coarse meshes with all bands: pole predicted by band Fourier coefficients.
dense = 2 * np.pi * np.arange(64) / (64 * a)
band = solve(dense)[0][:, 0]
mesh_rows = []
for M in (1, 2, 4, 8):
    em, vm, mm = solve(2 * np.pi * np.arange(M) / (M * a))
    direct = 1 - np.mean(np.sum(2 * mm[:, 0, 1:]**2 / (em[:, 1:] - em[:, :1]), axis=1))
    predicted = -2 * sum((r * a)**2 * np.mean(band * np.cos(dense * r * a))
                         for r in range(M, 25, M))
    assert abs(direct - predicted) < 1e-8
    mesh_rows.append((M, direct))
assert abs(mesh_rows[-1][1]) < abs(mesh_rows[0][1])

# Truncated bands: omitted response against curvature of the truncated ground energy.
k_low, w_low = zone_nodes(120)
e_low, _, m_low = solve(k_low)
rows, previous, h = [], 1.0, 2e-3
for N in (2, 3, 4, 5, 6):
    D = 1 - F(0.0, N) / density
    omitted = np.sum(weight[:, None] * 2 * p2[:, N - 1:] / gap[:, N - 1:])
    assert abs(D - omitted) < 1e-9
    assert 0 < D < previous
    previous = D
    H0 = np.eye(N)[None] * energy[:, None, :N]
    P = mom[:, :N, :N]
    low = [np.linalg.eigvalsh(H0 + s * h * P)[:, 0] for s in (-1, 0, 1)]
    curvature = 1 + np.sum(weight * (low[0] - 2 * low[1] + low[2])) / h**2
    assert abs(curvature - D) < 1e-4
    D_low = np.sum(w_low[:, None] * 2 * m_low[:, 0, N:]**2
                   / (e_low[:, N:] - e_low[:, :1]))
    assert abs(D_low / omitted - 1) < 1e-5
    zero = brentq(eps_raw, 1e-6, 0.7 * direct_gap, args=(N,), xtol=1e-13)
    estimate = np.sqrt(4 * np.pi * density * D / (1 + 4 * np.pi * alpha(0.0, N)))
    assert zero <= estimate * (1 + 1e-6) and abs(estimate / zero - 1) < 0.1
    E_omit = gap[:, N - 1].min()
    error_raw = abs(eps_raw(probe, N) - eps_sub(probe))
    error_sub = abs(eps_sub(probe, N) - eps_sub(probe))
    assert error_sub <= error_raw * (probe / E_omit)**2 + 1e-10
    rows.append((N, D, E_omit, zero, estimate, eps_raw(probe, N),
                 eps_sub(probe, N), error_raw, error_sub))

print(f"lattice constant {a:.1f} bohr; well width {width:.1f} bohr")
print(f"well depth {depth:.2f} hartree")
print(f"electron density n {density:.6f} bohr^-3")
print(f"plasma frequency sqrt(4 pi n) {np.sqrt(4*np.pi*density):.5f} hartree")
print(f"crystal gap {crystal_gap:.5f} hartree = {crystal_gap*HARTREE_EV:.3f} eV")
print(f"smallest vertical x-transition {direct_gap:.5f} hartree")
print(f"all bands: F(0)/n {F(0.0)/density:.10f}; |1-F(0)/n| {abs(residual):.1e}")
print(f"energy change per electron for constant A=0.1: {abs(shift_change):.1e} hartree")
print(f"two filled bands (well depth 2 hartree): gap {two_band_gap:.5f} hartree")
print(f"two filled bands: response sum {two_band_sum:.8f} (expected 2)")
print(f"half-filled chain: D/n from response {metal_weight:.6f}")
print(f"half-filled chain: slope/kF {metal_slope:.6f}")
print(f"sigma(i eta), eta={eta} hartree, real time: {sigma_time:.7f} a.u.")
print(f"sigma(i eta), eta={eta} hartree, formula:   {sigma_formula:.7f} a.u.")
print(f"static epsilon, all bands {1+4*np.pi*alpha(0.0):.6f}")
print(f"epsilon at {probe} hartree, all bands {eps_sub(probe):.6f}")
print("Mesh pole with all bands (mesh contains k=0):")
for M, value in mesh_rows:
    print(f"  M={M}: D/n = {value:.3e}")
print("Truncation pole; N includes the filled x band:")
for N, D, eo, z, est, er, es, dr, ds in rows:
    print(f"  N={N}: D_N/n={D:.4e}; lowest omitted energy={eo:.4f} hartree")
    print(f"    false zero={z:.6f} hartree = {z*HARTREE_EV:.4f} eV; estimate={est:.6f} hartree")
    print(f"    epsilon at {probe} hartree: raw={er:.6f}, subtracted={es:.6f}")
    print(f"    absolute error: raw={dr:.3e}, subtracted={ds:.3e}")
print("ALL CHECKS PASSED")
```

It prints:

```
lattice constant 8.0 bohr; well width 1.0 bohr
well depth 0.50 hartree
electron density n 0.003906 bohr^-3
plasma frequency sqrt(4 pi n) 0.22156 hartree
crystal gap 0.23131 hartree = 6.294 eV
smallest vertical x-transition 0.25672 hartree
all bands: F(0)/n 1.0000000000; |1-F(0)/n| 5.8e-15
energy change per electron for constant A=0.1: 2.8e-17 hartree
two filled bands (well depth 2 hartree): gap 0.40318 hartree
two filled bands: response sum 2.00000000 (expected 2)
half-filled chain: D/n from response 0.257507
half-filled chain: slope/kF 0.257507
sigma(i eta), eta=0.1 hartree, real time: 0.0036471 a.u.
sigma(i eta), eta=0.1 hartree, formula:   0.0036471 a.u.
static epsilon, all bands 1.513742
epsilon at 0.05 hartree, all bands 1.529927
Mesh pole with all bands (mesh contains k=0):
  M=1: D/n = 3.635e-01
  M=2: D/n = -4.754e-02
  M=4: D/n = -4.832e-04
  M=8: D/n = -3.769e-08
Truncation pole; N includes the filled x band:
  N=2: D_N/n=1.8995e-01; lowest omitted energy=0.4283 hartree
    false zero=0.078263 hartree = 2.1297 eV; estimate=0.079336 hartree
    epsilon at 0.05 hartree: raw=-2.232457, subtracted=1.497278
    absolute error: raw=3.762e+00, subtracted=3.265e-02
  N=3: D_N/n=2.3861e-02; lowest omitted energy=0.7843 hartree
    false zero=0.027783 hartree = 0.7560 eV; estimate=0.027828 hartree
    epsilon at 0.05 hartree: raw=1.060218, subtracted=1.528732
    absolute error: raw=4.697e-01, subtracted=1.195e-03
  N=4: D_N/n=3.7697e-03; lowest omitted energy=1.3297 hartree
    false zero=0.011054 hartree = 0.3008 eV; estimate=0.011057 hartree
    epsilon at 0.05 hartree: raw=1.455838, subtracted=1.529855
    absolute error: raw=7.409e-02, subtracted=7.146e-05
  N=5: D_N/n=5.5903e-04; lowest omitted energy=2.0073 hartree
    false zero=0.004258 hartree = 0.1159 eV; estimate=0.004258 hartree
    epsilon at 0.05 hartree: raw=1.518945, subtracted=1.529922
    absolute error: raw=1.098e-02, subtracted=5.010e-06
  N=6: D_N/n=7.7742e-05; lowest omitted energy=2.8667 hartree
    false zero=0.001588 hartree = 0.0432 eV; estimate=0.001588 hartree
    epsilon at 0.05 hartree: raw=1.528400, subtracted=1.529927
    absolute error: raw=1.527e-03, subtracted=3.558e-07
ALL CHECKS PASSED
```
